**Zero band velocity at L in spinless zincblende**

For H = p²/2m + V(r), with V real and lattice periodic, a nondegenerate band E(k) has velocity v = ∇E/ħ = 0 at L = (π/a)(1,1,1), where a is the cubic lattice constant. The program diagonalizes a rough CdTe-like local pseudopotential in plane waves. It asserts that the potential has no inversion centre, that the bands are even about L, and that the velocity vanishes there even after all point symmetry is removed. In a basis not centred on L, the false speed falls from 5.8×10⁵ to 49 cm/s as the basis grows. Two controls give nonzero slopes: a term that breaks time reversal but keeps the tetrahedral group, and the degenerate pair at X in the diamond limit. The masses at L, 4.5 along [111] and 0.24 across it in free-electron units, are asserted to agree between band curvature and second-order perturbation theory. With spin-orbit coupling the Kramers pair at L has opposite slopes of about 10⁶ cm/s across [111], and these vanish when inversion is restored.

## Verification by program

```python
"""Result under test: without spin, a nondegenerate band of a zincblende
crystal has zero velocity at L, by time reversal and periodicity alone.

Model: H = p^2/2m + V(r) in plane waves exp(i K.r), K = k + G.
Wavevectors are in units of g = 2 pi/a; L = (1/2,1/2,1/2), X = (1,0,0).
Cd sits at +tau, Te at -tau, tau = (a/8)(1,1,1).
V(G) = VS cos(G.tau) - i VA sin(G.tau), form factors listed by |G|^2/g^2.
Lattice constant, form factors and spin-orbit splitting are rough
CdTe-like values. Energies are in eV, velocities in cm/s.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import minimize_scalar

a_nm = 0.648
sym_ff = {3: -2.7, 8: 0.0, 11: 0.5}
anti_ff = {3: 2.0, 4: 1.2, 11: 0.5}
so_target = 0.9
temperature = 300.0
cutoff = 30.0

g = 2 * np.pi / (a_nm * 1e-9)
g_nm = g * 1e-9
hbar_eVs = const.hbar / const.e
kin = const.hbar**2 * g**2 / (2 * const.m_e * const.e)
slope_to_cms = 100 / (hbar_eVs * g)
momentum_to_cms = 100 * const.hbar * g / const.m_e
kT = const.k * temperature / const.e

Gamma = np.zeros(3)
L = np.array([0.5, 0.5, 0.5])
X = np.array([1.0, 0.0, 0.0])
along = np.ones(3) / np.sqrt(3)
across = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
CB = 4  # lowest conduction band, counting from 0, without spin


def plane_waves(center, cut):
    """Reciprocal-lattice vectors (all even or all odd) near -center."""
    r = np.arange(-10, 11)
    n = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    parity = n % 2
    n = n[(parity[:, 0] == parity[:, 1]) & (parity[:, 1] == parity[:, 2])]
    return n[np.sum((n + center)**2, axis=1) <= cut + 1e-9]


def fourier_V(d, sym=sym_ff, anti=anti_ff):
    """Fourier coefficients of the crystal potential at integer vectors d."""
    n2 = np.sum(d * d, axis=-1)
    phase = np.pi / 4 * np.sum(d, axis=-1)
    vs = sum(v * (n2 == n) for n, v in sym.items())
    va = sum(v * (n2 == n) for n, v in anti.items()) if anti else 0.0
    return vs * np.cos(phase) - 1j * va * np.sin(phase)


# A real periodic potential without any point symmetry: w cos(G.r + phi)
waves = [((1, 1, 1), 0.5, 0.3), ((1, -1, 1), 0.8, 1.1),
         ((2, 0, 0), 0.6, 0.7), ((0, 2, 2), 0.4, 2.0),
         ((-1, 1, 1), 0.3, 2.6), ((0, 0, 2), 0.7, 1.9)]


def fourier_low_symmetry(d):
    out = np.zeros(d.shape[:-1], dtype=complex)
    for vec, w, phi in waves:
        out += 0.5 * w * np.exp(1j * phi) * np.all(d == np.array(vec), -1)
        out += 0.5 * w * np.exp(-1j * phi) * np.all(d == -np.array(vec), -1)
    return out


def differences(G):
    return G[:, None, :] - G[None, :, :]


def hamiltonian(k, G, V, cubic=0.0):
    """cubic multiplies Kx Ky Kz, which is odd under time reversal."""
    K = k + G
    return V + np.diag(kin * np.sum(K**2, axis=1) + cubic * np.prod(K, axis=1))


def energies(k, G, V, cubic=0.0):
    return eigvalsh(hamiltonian(k, G, V, cubic))


def slope_velocity(k, G, V, band, cubic=0.0, step=1e-3):
    """Velocity from central differences of the band energy."""
    out = []
    for axis in np.eye(3):
        up = energies(k + step * axis, G, V, cubic)[band]
        down = energies(k - step * axis, G, V, cubic)[band]
        out.append((up - down) / (2 * step))
    return np.array(out) * slope_to_cms


def momentum_velocity(k, G, V, band):
    """Velocity from the momentum expectation value."""
    c = eigh(hamiltonian(k, G, V))[1][:, band]
    return momentum_to_cms * (np.abs(c)**2 @ (k + G))


GL = plane_waves(L, cutoff)
VL = fourier_V(differences(GL))
V_low = VL + fourier_low_symmetry(differences(GL))
E_L, C_L = eigh(hamiltonian(L, GL, VL))

print(f"lattice constant {a_nm:.3f} nm; |L| = {np.linalg.norm(L)*g_nm:.3f} 1/nm")
print("symmetric form factors by |G|^2 (eV):", sym_ff)
print("antisymmetric form factors by |G|^2 (eV):", anti_ff)
print(f"plane waves at L: {len(GL)}")

# Missing inversion: this product does not depend on the origin and is
# real if the potential has an inversion centre anywhere.
triple = np.array([[1, 1, 1], [1, -1, -1], [-2, 0, 0]])
assert np.all(triple.sum(axis=0) == 0)
product = np.prod(fourier_V(triple))
assert abs(product.imag) > 0.1
print(f"Im V(111)V(1-1-1)V(-200) = {product.imag:.3f} eV^3")

# Time reversal: equal spectra at k and -k, even without point symmetry
k_gen = np.array([0.31, 0.17, -0.42])


def spectrum_at(k, cubic=0.0, low=False):
    G = plane_waves(k, cutoff)
    d = differences(G)
    V = fourier_V(d) + (fourier_low_symmetry(d) if low else 0.0)
    return energies(k, G, V, cubic)[:8]


assert np.allclose(spectrum_at(k_gen, low=True),
                   spectrum_at(-k_gen, low=True), atol=1e-9)

# Evenness about L for an arbitrary displacement
q_gen = np.array([0.07, -0.11, 0.05])
for V in (VL, V_low):
    assert np.allclose(energies(L + q_gen, GL, V)[:8],
                       energies(L - q_gen, GL, V)[:8], atol=1e-9)

# Zero velocity at L for the nondegenerate bands
print("lowest energies at L from conduction edge (eV):",
      np.round(E_L[:6] - E_L[CB], 3))
largest = 0.0
for band in (0, 1, CB):
    others = np.delete(E_L, band)
    assert np.min(np.abs(others - E_L[band])) > 0.05
    v1 = slope_velocity(L, GL, VL, band)
    v2 = momentum_velocity(L, GL, VL, band)
    largest = max(largest, np.abs(v1).max(), np.abs(v2).max())
assert largest < 1.0
print(f"largest velocity component at L, bands 1,2,5: {largest:.1e} cm/s")

# Same with all point symmetry removed, and a control point off L
E_low = energies(L, GL, V_low)
assert np.min(np.diff(E_low[:6])) > 1e-3
low_max = max(np.abs(slope_velocity(L, GL, V_low, b)).max() for b in range(5))
assert low_max < 1.0
v_fd = slope_velocity(0.8 * L, GL, V_low, CB)
v_p = momentum_velocity(0.8 * L, GL, V_low, CB)
assert np.linalg.norm(v_fd) > 1e5
assert np.linalg.norm(v_fd - v_p) < 1e-3 * np.linalg.norm(v_p)
print(f"no point symmetry: largest component at L {low_max:.1e} cm/s")
print(f"no point symmetry: speed at 0.8 L {np.linalg.norm(v_p):.3e} cm/s")

# Basis centred on Gamma treats L and -L differently; periodicity, and with
# it the zero, must emerge as the basis grows.
residual = []
for cut in (20.0, 60.0):
    G0 = plane_waves(Gamma, cut)
    v = momentum_velocity(L, G0, fourier_V(differences(G0)), CB)
    residual.append(np.linalg.norm(v))
    print(f"Gamma-centred basis, {len(G0)} waves: speed at L "
          f"{residual[-1]:.2e} cm/s")
assert residual[1] < 0.2 * residual[0]

# The state at L is real up to a phase
index = {tuple(v): i for i, v in enumerate(GL)}
partner = np.array([index[tuple(-v - 1)] for v in GL])
c = C_L[:, CB]
real_overlap = abs(np.sum(c * c[partner]))
assert abs(real_overlap - 1) < 1e-9
print(f"overlap of the L state with its conjugate: {real_overlap:.6f}")

# Control: break time reversal but keep the tetrahedral point group
cubic = 0.05
base = spectrum_at(k_gen, cubic)
x, y, z = k_gen
for image in (np.array([y, z, x]), np.array([y, -x, -z])):
    assert np.allclose(base, spectrum_at(image, cubic), atol=1e-9)
assert np.max(np.abs(base - spectrum_at(-k_gen, cubic))) > 1e-4
v_broken = slope_velocity(L, GL, VL, CB, cubic)
assert np.ptp(v_broken) < 1.0 and abs(v_broken @ along) > 1e3
print(f"KxKyKz term of {cubic} eV: velocity along [111] at L "
      f"{v_broken @ along:.3e} cm/s")

# Control: degenerate pair at X in the diamond limit has slopes +s and -s
GX = plane_waves(X, cutoff)
V_dia = fourier_V(differences(GX), anti={})
E_X = energies(X, GX, V_dia)
assert abs(E_X[1] - E_X[0]) < 1e-9
h = 1e-3
pair = (energies(X + h * X, GX, V_dia)[:2] - E_X[:2]) / h * slope_to_cms
assert pair[0] < -1e6 and pair[1] > 1e6
assert abs(pair.sum()) < 0.02 * pair[1]
V_zb = fourier_V(differences(GX))
E_Xz = energies(X, GX, V_zb)
assert E_Xz[1] - E_Xz[0] > 0.05
assert np.abs(slope_velocity(X, GX, V_zb, 0)).max() < 1.0
print(f"diamond limit at X, lowest pair: slopes {pair[0]:.3e}, "
      f"{pair[1]:.3e} cm/s")
print(f"zincblende at X: this pair splits by {E_Xz[1]-E_Xz[0]:.3f} eV")

# The spinless valence doublet at L has no linear slopes either
assert abs(E_L[3] - E_L[2]) < 1e-8
D = C_L[:, 2:4]
doublet = max(np.abs(D.conj().T @ ((L + GL)[:, i, None] * D)).max()
              for i in range(3)) * momentum_to_cms
assert doublet < 1.0
print(f"valence doublet at L: largest velocity element {doublet:.1e} cm/s")


# Masses from curvature, checked by second-order k.p perturbation theory
def masses(direction, step=2e-3):
    ep = energies(L + step * direction, GL, VL)[CB]
    em = energies(L - step * direction, GL, VL)[CB]
    curvature = (ep + em - 2 * E_L[CB]) / step**2
    P = C_L.conj().T @ (((L + GL) @ direction) * C_L[:, CB])
    keep = np.arange(len(E_L)) != CB
    inverse = 1 + 4 * kin * np.sum(np.abs(P[keep])**2
                                   / (E_L[CB] - E_L[keep]))
    assert abs(curvature / (2 * kin) - inverse) < 1e-3 * max(1, abs(inverse))
    return 1 / inverse


m_l, m_t = masses(along), masses(across)
assert m_t > 0
print(f"masses at L (units of m0): along {m_l:.3f}, across {m_t:.3f}")

for name, direction in (("along", along), ("across", across)):
    for q in (0.1, 0.3):
        vp = momentum_velocity(L + q / g_nm * direction, GL, VL, CB) @ direction
        vm = momentum_velocity(L - q / g_nm * direction, GL, VL, CB) @ direction
        assert abs(vp + vm) < 1.0 and abs(vp) > 1e3
        print(f"{name} [111], q = +/-{q} 1/nm: v = {vp:.3e}, {vm:.3e} cm/s")

# Thermal scale and nonparabolicity across the axis
v_th = 100 * np.sqrt(const.k * temperature / (m_t * const.m_e))
q_th = m_t * const.m_e * v_th / 100 / const.hbar / g
v_real = momentum_velocity(L + q_th * across, GL, VL, CB) @ across
print(f"at {temperature:.0f} K: thermal q {q_th*g_nm:.3f} 1/nm, "
      f"hbar q/m {v_th:.3e} cm/s")
print(f"band velocity at that q {v_real:.3e} cm/s, "
      f"deviation {100*(v_real/v_th-1):.2f} %")


# Height of the L valley above Gamma, and its basis dependence
def edge(k, cut, band=CB):
    G = plane_waves(k, cut)
    return energies(k, G, fourier_V(differences(G)))[band]


height = edge(L, cutoff) - edge(Gamma, cutoff)
height_big = edge(L, 60.0) - edge(Gamma, 60.0)
gap = edge(Gamma, cutoff) - edge(Gamma, cutoff, 3)
print(f"spinless gap at Gamma {gap:.3f} eV; L above Gamma {height:.3f} eV")
print(f"change of L-Gamma with larger basis {1000*(height_big-height):.2f} meV")
print(f"Boltzmann factor of L relative to Gamma {np.exp(-height/kT):.1e}")

# Spin-orbit coupling: short-range p-wave L.sigma term on each atom
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
so_width = 0.04 * g_nm  # projector width of 0.04 nm in units of 1/g


def spin_parts(k, G, V, ratio):
    """Spinless part and unit-strength spin-orbit part; ratio is Cd:Te."""
    K = k + G
    f = np.exp(-0.5 * so_width**2 * np.sum(K**2, axis=1))
    phase = np.pi / 4 * np.sum(differences(G), axis=-1)
    atoms = ratio * np.exp(-1j * phase) + np.exp(1j * phase)
    common = -1j * np.outer(f, f) * atoms
    cross = np.cross(K[:, None, :], K[None, :, :])
    so = sum(np.kron(pauli[i], common * cross[:, :, i]) for i in range(3))
    return np.kron(np.eye(2), hamiltonian(k, G, V)), so


def calibrated_strength(ratio):
    """Strength in eV that gives the chosen valence splitting at Gamma."""
    G = plane_waves(Gamma, cutoff)
    H0, so = spin_parts(Gamma, G, fourier_V(differences(G)), ratio)
    strength = 0.02
    for _ in range(25):
        e = eigvalsh(H0 + strength * so, subset_by_index=[0, 9])
        split = e[4] - e[3]
        if abs(split - so_target) < 1e-6:
            break
        strength *= so_target / split
    assert abs(split - so_target) < 1e-4 and e[7] - e[4] < 1e-7
    return strength


def spin_pair(q, direction, strength, ratio, V=VL):
    H0, so = spin_parts(L + q * direction, GL, V, ratio)
    return eigvalsh(H0 + strength * so, subset_by_index=[8, 9])


print(f"spin-orbit splitting set at Gamma {so_target} eV")
for ratio in (0.5, 1.0):
    lam = calibrated_strength(ratio)
    at_L = spin_pair(0.0, across, lam, ratio)
    assert at_L[1] - at_L[0] < 1e-9
    e1, e2 = (spin_pair(s, across, lam, ratio) for s in (1e-3, 2e-3))
    s1, s2 = (e1[1] - e1[0]) / 2e-3, (e2[1] - e2[0]) / 4e-3
    assert s1 * slope_to_cms > 1e3 and abs(s2 / s1 - 1) < 0.02
    em = spin_pair(-1e-3, across, lam, ratio)
    assert abs(e1.sum() - em.sum()) < 1e-9
    ax = spin_pair(1e-3, along, lam, ratio)
    assert ax[1] - ax[0] < 1e-8
    print(f"Cd:Te strength {ratio}: spin slopes across [111] at L "
          f"+/-{s1*slope_to_cms:.3e} cm/s")
    if ratio == 0.5:
        print(f"  ratio to thermal velocity {s1*slope_to_cms/v_th:.4f}")
        curv = (e2.mean() - at_L.mean()) * 2 / (2e-3)**2
        q0 = s1 / curv
        best = minimize_scalar(lambda q: spin_pair(q, across, lam, ratio)[0],
                               bounds=(0.0, 3 * q0), method="bounded",
                               options={"xatol": 1e-3 * q0})
        depth = at_L[0] - best.fun
        assert abs(depth / (0.5 * s1 * q0) - 1) < 0.1
        print(f"  minimum moves off L by {best.x*g_nm:.4f} 1/nm, "
              f"lower by {1000*depth:.5f} meV")

# With inversion restored the spin slopes vanish
V_inv = fourier_V(differences(GL), anti={})
sym_pair = spin_pair(1e-3, across, lam, 1.0, V_inv)
assert sym_pair[1] - sym_pair[0] < 1e-9

print("checks complete")
```

Printed output:

```
lattice constant 0.648 nm; |L| = 8.397 1/nm
symmetric form factors by |G|^2 (eV): {3: -2.7, 8: 0.0, 11: 0.5}
antisymmetric form factors by |G|^2 (eV): {3: 2.0, 4: 1.2, 11: 0.5}
plane waves at L: 168
Im V(111)V(1-1-1)V(-200) = -1.974 eV^3
lowest energies at L from conduction edge (eV): [-14.593  -5.83   -3.653  -3.653   0.      3.118]
largest velocity component at L, bands 1,2,5: 1.7e-03 cm/s
no point symmetry: largest component at L 1.9e-03 cm/s
no point symmetry: speed at 0.8 L 5.176e+06 cm/s
Gamma-centred basis, 113 waves: speed at L 5.80e+05 cm/s
Gamma-centred basis, 531 waves: speed at L 4.87e+01 cm/s
overlap of the L state with its conjugate: 1.000000
KxKyKz term of 0.05 eV: velocity along [111] at L 7.047e+04 cm/s
diamond limit at X, lowest pair: slopes -8.090e+07, 8.096e+07 cm/s
zincblende at X: this pair splits by 8.790 eV
valence doublet at L: largest velocity element 2.5e-06 cm/s
masses at L (units of m0): along 4.472, across 0.241
along [111], q = +/-0.1 1/nm: v = 2.584e+05, -2.584e+05 cm/s
along [111], q = +/-0.3 1/nm: v = 7.645e+05, -7.645e+05 cm/s
across [111], q = +/-0.1 1/nm: v = 4.805e+06, -4.805e+06 cm/s
across [111], q = +/-0.3 1/nm: v = 1.431e+07, -1.431e+07 cm/s
at 300 K: thermal q 0.286 1/nm, hbar q/m 1.374e+07 cm/s
band velocity at that q 1.364e+07 cm/s, deviation -0.76 %
spinless gap at Gamma 1.772 eV; L above Gamma 1.548 eV
change of L-Gamma with larger basis -0.39 meV
Boltzmann factor of L relative to Gamma 9.9e-27
spin-orbit splitting set at Gamma 0.9 eV
Cd:Te strength 0.5: spin slopes across [111] at L +/-1.357e+06 cm/s
  ratio to thermal velocity 0.0987
  minimum moves off L by 0.0282 1/nm, lower by 0.12582 meV
Cd:Te strength 1.0: spin slopes across [111] at L +/-7.999e+05 cm/s
checks complete
```
